# Restoring the shape of PAW compensation charges at chosen wavevectors, part 1

(Sections cited here and not found follow in the second part.)

## The problem

Exact exchange, the random-phase approximation and $GW$ are built from Coulomb integrals over pair densities $n_{ab}=\psi_a^*\psi_b$. In the projector augmented-wave (PAW) method the plane-wave grid carries the smooth product $\tilde\psi_a^*\tilde\psi_b$ plus a compensation charge that restores the multipole moments inside each atomic sphere. The potential between the spheres is then right, but the charge inside has the wrong shape, and one-centre terms on radial grids must repair the energy. A response function or screened interaction expanded in plane waves has no such terms: it sees only the Fourier components on the grid. For a compact shell such as $3d$ these differ strongly from the all-electron (AE) ones.

Shape restoration adds moment-free radial functions to the compensation charge and fixes their weights so that the AE form factor is reproduced at chosen wavevectors. The form factor becomes exact at those nodes and through the leading order at small $q$. Elsewhere exactness is not guaranteed, though the error may cross zero at isolated points. Coulomb integrals without one-centre terms are approximated, not made exact.

## Conventions and the residual

Hartree atomic units are used, with real normalised harmonics $Y_{LM}$. Spheres of radius $R$ do not overlap. Partial waves $\phi_i=R_iY_{l_im_i}$ and $\tilde\phi_i=\tilde R_iY_{l_im_i}$ coincide for $r\ge R$ and are taken as complete inside the sphere, so that $\psi_a=\sum_iD_{ai}\phi_i$ and $\tilde\psi_a=\sum_iD_{ai}\tilde\phi_i$ there, with $D_{ai}=\langle\tilde p_i|\tilde\psi_a\rangle$. Subtracting the products and expanding $Y_{l_im_i}Y_{l_jm_j}=\sum_{LM}G^{LM}_{ij}Y_{LM}$ gives, for one sphere,
$$n_{ab}=\tilde\psi_a^*\tilde\psi_b+\sum_{ij}D^*_{ai}D_{bj}\sum_{LM}G^{LM}_{ij}\,Q_{ij}(r)Y_{LM},\qquad Q_{ij}=R_iR_j-\tilde R_i\tilde R_j .\tag1$$
All dependence on the orbitals sits in $D$, so the fit is done once for each radial pair and each $L$. The indices $ij$ are dropped below.

Inserting $e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{LM}(-i)^Lj_L(qr)Y_{LM}(\hat q)Y_{LM}(\hat r)$ and using orthonormality, the transform of $fY_{LM}$ is
$$4\pi(-i)^LY_{LM}(\hat q)F_L[f](q),\qquad F_L[f](q)=\int_0^\infty f\,j_L(qr)\,r^2dr.\tag2$$
The Coulomb integral is $\int d^3q\,(2\pi)^{-3}(4\pi/q^2)$ times the product of one transform with the conjugate of the other. The phases cancel, the angular integral is one, $q^2$ cancels, and the prefactor is $(4\pi)^3/(2\pi)^3=8$. In real space, $1/|\mathbf r-\mathbf r'|=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(\hat r)Y_{LM}(\hat r')$. Equating the two,
$$8\int_0^\infty F_L[f]F_L[h]\,dq=\frac{4\pi}{2L+1}R^L[f,h],\qquad R^L[f,h]=\iint f(r)h(s)\frac{r_<^L}{r_>^{L+1}}r^2s^2\,dr\,ds.\tag3$$
The same expansion gives the potential $v(r)Y_{LM}$ of $fY_{LM}$. If $f$ vanishes beyond $R$, then for $r\ge R$
$$v(r)=\frac{4\pi}{2L+1}\frac{m[f]}{r^{L+1}},\qquad m[f]=\int_0^Rf\,r^{L+2}dr .\tag4$$

Standard compensation replaces $Q$ by $mg_L$, with $m=m[Q]$ and $m[g_L]=1$. The residual $\delta=Q-mg_L$ has zero moment. With $j_L(x)=\frac{x^L}{(2L+1)!!}\big[1-\frac{x^2}{2(2L+3)}+\dots\big]$ the first term of $F_L[\delta]$ is proportional to $m[\delta]=0$, leaving
$$F_L[\delta](q)=-\frac{q^{L+2}}{2(2L+3)(2L+1)!!}\int_0^R\delta\,r^{L+4}dr+O(q^{L+4}).\tag5$$
The expansion parameter is $(qR)^2$, so moment matching controls the form factor only for $qR\lesssim1$.

## Moment-free functions

Let $k_1<k_2<\dots$ be the positive roots of $j_L(kR)=0$. The functions $u=j_L(k_nr)$ and $t=j_L(qr)$ obey $(r^2u')'+[k_n^2r^2-L(L+1)]u=0$ and the same equation with $q$. Multiplying the first by $t$, the second by $u$ and subtracting removes the centrifugal term: $[r^2(u't-ut')]'+(k_n^2-q^2)r^2ut=0$. Integrate from $0$ to $R$ and use $u(R)=0$, together with $j_L'(x)=(L/x)j_L-j_{L+1}$, which gives $u'(R)=-k_nj_{L+1}(k_nR)$:
$$\int_0^Rj_L(k_nr)j_L(qr)r^2dr=\frac{R^2k_nj_{L+1}(k_nR)\,j_L(qR)}{k_n^2-q^2}.\tag6$$
At another root $q=k_{n'}$ this vanishes, so the set is orthogonal. As $q\to k_n$, $j_L(qR)\to-(q-k_n)Rj_{L+1}(k_nR)$ and $k_n^2-q^2\to-2k_n(q-k_n)$, so the norm is $\mathcal N_n=\tfrac12R^3j_{L+1}^2(k_nR)$.

For $f=\sum_na_nj_L(k_nr)$ inside the sphere and zero outside, define $w_n=a_nk_nj_{L+1}(k_nR)$. Then
$$F_L[f]=R^2j_L(qR)\sum_n\frac{w_n}{k_n^2-q^2},\qquad f'(R)=-\sum_nw_n,\qquad m[f]=R^{L+2}\sum_n\frac{w_n}{k_n^2}.\tag7$$
The moment follows by comparing the $q^L$ terms on both sides of the first relation. The radial equation reads $u''=-2u'/r-[k_n^2-L(L+1)/r^2]u$. At $R$ it gives $f''=-2f'/R$, so zero slope implies zero curvature. Differentiating it once, every term not containing $k_n^2$ sums to a multiple of $f$, $f'$ or $f''$ at $R$, and $f'''(R)=\sum_nw_nk_n^2$ remains.

The function $g_L$ uses $k_1,k_2$ with zero slope and unit moment: $w_1=-w_2=[R^{L+2}(k_1^{-2}-k_2^{-2})]^{-1}$. The function $\Delta g_\beta$ uses $n=\beta,\beta+1,\beta+2$ with zero slope and zero moment. Its weights come from the partial fractions in $x=q^2$,
$$\frac{x}{\prod_n(k_n^2-x)}=\sum_n\frac{w_n}{k_n^2-x},\qquad w_n=\frac{k_n^2}{\prod_{n'\ne n}(k_{n'}^2-k_n^2)},\tag8$$
where $w_n$ is found by multiplying by $k_n^2-x$ and setting $x=k_n^2$. At $x=0$ the left side vanishes, so $\sum w_n/k_n^2=0$. At large $x$ the left side falls as $x^{-2}$ while the right begins with $-\sum w_n/x$, so $\sum w_n=0$. The $x^{-2}$ terms give $\sum w_nk_n^2=1$, so $\Delta g_\beta$ vanishes as $(R-r)^3$. Each $\Delta g_\beta$ is rescaled to $a_\beta=1$ and is dimensionless.

By (4) any combination of the $\Delta g_\beta$ has no potential outside its sphere. Inside, $\nabla^2(j_L(k_nr)Y_{LM})=-k_n^2j_L(k_nr)Y_{LM}$, so the regular solution of $\nabla^2(vY_{LM})=-4\pi fY_{LM}$ is $4\pi\sum_na_nk_n^{-2}j_L(k_nr)+Cr^L$. Continuity with $v(R)=0$ forces $C=0$. Integrating $fvr^2$ with orthogonality and $a_n^2j_{L+1}^2(k_nR)=w_n^2/k_n^2$ gives $2\pi R^3\sum w_n^2/k_n^4$, and by (3)
$$R^L[f,f]=(2L+1)\frac{R^3}{2}\sum_n\frac{w_n^2}{k_n^4}\qquad(m[f]=0).\tag9$$

## The linear fit and its solvability

Choose $N$ nodes $q_\alpha>0$ and require $F_L[\delta-\sum_\beta c_\beta\Delta g_\beta](q_\alpha)=0$:
$$\sum_{\beta=1}^NA_{\alpha\beta}c_\beta=b_\alpha,\qquad A_{\alpha\beta}=F_L[\Delta g_\beta](q_\alpha),\qquad b_\alpha=F_L[\delta](q_\alpha).\tag{10}$$
$A$ depends only on $L$, $R$ and the nodes and is known in closed form from (6).

The $N$ functions are linearly independent, because $\Delta g_\beta$ is the last one to contain $k_\beta$: the coefficient of $j_L(k_1r)$ isolates $c_1$, that of $j_L(k_2r)$ then isolates $c_2$, and so on. Put the sum in (7) over the common denominator, $\sum_{n\le N+2}w_n/(k_n^2-x)=P(x)/\prod_{n\le N+2}(k_n^2-x)$ with $\deg P\le N+1$. Zero slope removes the $1/x$ tail, so $\deg P\le N$. Zero moment gives $P(0)=0$. Hence $P=x\,p(x)$ and
$$F_L\Big[\sum_\beta c_\beta\Delta g_\beta\Big]=W(q)\,p(q^2),\qquad W(q)=\frac{R^2j_L(qR)\,q^2}{\prod_{n\le N+2}(k_n^2-q^2)},\qquad\deg p\le N-1.\tag{11}$$
If $p=0$ all residues $w_n$ vanish and then $c=0$. The map $T$ from $c$ to the $N$ coefficients of $p$ is therefore invertible, and $A=\mathrm{diag}[W(q_\alpha)]\,V\,T$ with the Vandermonde matrix $V_{\alpha\gamma}=q_\alpha^{2(\gamma-1)}$. $V$ is invertible exactly when the nodes are distinct. For $q>0$, $W$ can vanish only at roots of $j_L(qR)$. These roots are simple, since the slope $-j_{L+1}$ vanishing together with $j_L$ would make the solution of the second-order equation identically zero, so the denominator cancels the first $N+2$ of them. System (10) is thus uniquely solvable if and only if the nodes are distinct and none equals a $k_n$ with $n>N+2$. The fit is polynomial interpolation of $b_\alpha/W(q_\alpha)$ in $q^2$:
$$F_{\rm fit}(q)=W(q)\sum_\alpha\frac{b_\alpha}{W(q_\alpha)}\prod_{\gamma\ne\alpha}\frac{q^2-q_\gamma^2}{q_\alpha^2-q_\gamma^2}.\tag{12}$$
At small $q$, $F_{\rm fit}\propto q^{L+2}$, the order of (5), so the moment is untouched. At large $q$, $j_L\sim1/q$ and the rational factor falls as $q^{2+2(N-1)-2(N+2)}=q^{-4}$, so $F_{\rm fit}\sim q^{-5}$. Beyond $k_{N+2}$ the fit is forced to zero at every further root and cannot follow the AE form factor.

Because (1) is linear in $Q$, the grid density has the AE Fourier component for every orbital pair and every direction of $\mathbf q$ when $|\mathbf q|$ is a node, provided all contributing $L$ are restored with that node.

## Energy error

Let $\rho$ be the grid density in one channel, $n$ the AE density and $\delta'=n-\rho=\delta-\sum c_\beta\Delta g_\beta$. Bilinearity gives $R^L[n,n]-R^L[\rho,\rho]=2R^L[\rho,\delta']+R^L[\delta',\delta']$. The potential of $\delta'$ vanishes outside the sphere, so only the inner part of $\rho$ feels it:
$$R^L[n,n]-R^L[\rho,\rho]=2R^L[\rho\,\theta(R-r),\delta']+R^L[\delta',\delta'].\tag{13}$$
This is the omitted one-centre term. The second part is non-negative by (3). The first is a cross term between $\rho$ and $\delta'$ and has no fixed sign, so nothing forces the error to fall monotonically with $N$. A code that keeps one-centre exchange must evaluate it with the restored charge. The total is then independent of $c$ by (13).

Minimising $R^L[\delta',\delta']$ over $c$ gives the normal equations $\sum_{\beta'}R^L[\Delta g_\beta,\Delta g_{\beta'}]c_{\beta'}=R^L[\Delta g_\beta,\delta]$. This least-squares residual is a lower bound for any choice of nodes, and it cannot grow with $N$ because the spans are nested. It serves as a yardstick for nodes.

The nodes $q_\alpha=k_\alpha$, $\alpha\le N$, are special. Orthogonality gives $A_{\alpha\beta}=a^{(\beta)}_\alpha\mathcal N_\alpha$, nonzero only for $\beta\le\alpha\le\beta+2$: $A$ is lower triangular with three bands. The matching conditions say that the first $N$ Fourier–Bessel coefficients of $\delta'$ vanish, and the weights on $k_{N+1},k_{N+2}$ are fixed by slope and moment.

## Algorithm and cost

```
for each species (radius R) and L <= Lmax:
    k[1..N+2] = roots of j_L(kR)            # bracket, then refine
    g: w1 = -w2 = 1/(R^(L+2) (k1^-2 - k2^-2))
    for beta = 1..N:
        w from (8) on beta..beta+2
        a = w/(k j_{L+1}(kR));  a = a/a[beta]
    reject nodes close to one another or to k_n, n > N+2
    A = closed form (6) times a             # norm N_n if q = k_n
    factorise A
    for each radial pair (i,j) coupling to L:
        Q = R_i R_j - Rt_i Rt_j;  m = int Q r^(L+2) dr
        delta = Q - m g
        b[alpha] = int delta j_L(q_alpha r) r^2 dr
        solve A c = b;  store m, c
pair density: per sphere and LM, add
    sum_ij conj(D_ai) D_bj G_ij^LM (m g + sum_beta c_beta dg_beta) Y_LM
```

With $N_r$ radial points the set-up costs $O(NN_r+N^3)$ per $L$ and $O(NN_r+N^2)$ per pair, once per species. Since $Q_{ij}=Q_{ji}$ is real, so is $c$, and $n_{ab}^*=n_{ba}$ is preserved. At run time each $LM$ has $N+1$ shape functions instead of one, so placing the charge on the grid costs $N+1$ times as much, with no extra Fourier transforms. The larger cost is resolution: the grid must hold wavevectors up to about $k_{N+2}$, which for large $N$ is near $(N+2+L/2)\pi/R$ because $j_L(x)\to\sin(x-L\pi/2)/x$. The number of grid points grows as the cube of this value.

This part has derived the linear fit that restores the all-electron form factor at chosen nodes, the condition for its unique solution, the remaining energy error, and the algorithm with its cost. What remains is to examine its stability and failure modes and to test it on the Zn $3d$ and $4s$ orbitals.
